# L-edge branching ratio of a 5d⁵ ion in a cubic field: a program that tests the result

```python
# Result under test. d5 ion in a cubic field: H = Delta*n_eg + zeta*Lam (+ Coulomb),
# Lam = sum_i l_i.s_i, w = -<Lam>, x = zeta/Delta, nh = number of d holes, energies in eV.
# Isotropic branching ratio BR = I(L3)/I(L2) = (2 nh + w)/(nh - w).
# Pure t2g^5: w <= 1, BR <= 11/4. Independent electrons with t2g-eg mixing:
# w = (1 + 25x/2)/sqrt(1 + x + 25x^2/4) = cos2th + 2 sqrt6 sin2th, n_eg = 4 sin^2 th,
# tan2th = sqrt6 x/(1 + x/2); the total L.S instead goes as 1 - 4x.
# Angular integrals come from quadrature, states from exact diagonalization.
import numpy as np, sympy as sy, scipy.sparse as sp
from math import factorial, pi, sqrt, atan2, sin, cos
from scipy.special import lpmv

zeta, Delta, F2, F4, dtet = 0.5, 3.0, 5.0, 3.0, 0.2
zeta_p, F2pd, G1, G3 = 1000.0, 1.0, 1.0, 0.5
eigh = np.linalg.eigh

ct, wt = np.polynomial.legendre.leggauss(10)
CT, PH = np.meshgrid(ct, 2*pi*np.arange(16)/16, indexing='ij')
W = wt[:, None]*2*pi/16*np.ones_like(PH)
def ylm(l, m):
    a = abs(m)
    y = sqrt((2*l+1)/(4*pi)*factorial(l-a)/factorial(l+a))*lpmv(a, l, CT)*np.exp(1j*a*PH)
    return y if m >= 0 else (-1)**a*y.conj()
orbs = [(1, m) for m in (-1, 0, 1)] + [(2, m) for m in range(-2, 3)]
Y = np.array([ylm(*o) for o in orbs])
def angular(f):
    M = np.einsum('aij,ij,bij->ab', Y.conj(), W*f, Y)
    assert abs(M.imag).max() < 1e-12
    return np.where(abs(M.real) > 1e-13, M.real, 0.0)
def so(M): return np.kron(M, np.eye(2))
C = {(k, q): so(angular(sqrt(4*pi/(2*k+1))*ylm(k, q))) for k in (1, 2, 3, 4) for q in range(-k, k+1)}
lz8 = np.diag([float(m) for l, m in orbs])
lp8 = np.array([[sqrt(l2*(l2+1)-m2*(m2+1)) if (l1 == l2 and m1 == m2+1) else 0.0
                 for l2, m2 in orbs] for l1, m1 in orbs])
lz, lp = so(lz8), so(lp8)
sz, s_p = np.kron(np.eye(8), np.diag([.5, -.5])), np.kron(np.eye(8), np.array([[0., 1.], [0., 0.]]))
ls = lz@sz + 0.5*(lp@s_p.T + lp.T@s_p)
Pp = np.diag([1.]*6 + [0.]*10); Pd = np.eye(16) - Pp
for (k, q), M in C.items():   # ladder phases agree with the quadrature
    if q < k:
        assert np.allclose(lp@M - M@lp, sqrt((k-q)*(k+q+1))*C[k, q+1], atol=1e-12)
st = np.sqrt(1-CT**2)
ev, vec = eigh(angular((st*np.cos(PH))**4 + (st*np.sin(PH))**4 + CT**4)[3:, 3:])
assert np.ptp(ev[:3]) < 1e-12 and np.ptp(ev[3:]) < 1e-12 and ev[3]-ev[2] > 0.01
Pe8 = np.zeros((8, 8)); Pe8[3:, 3:] = vec[:, 3:]@vec[:, 3:].T
Pe = so(Pe8); Pt = Pd - Pe
lsd, lsp = Pd@ls@Pd, Pp@ls@Pp

# one-electron structure
Pd32 = (Pd - lsd)/2.5; Pd52 = Pd - Pd32; Pp12 = (0.5*Pp - lsp)/1.5; Pp32 = Pp - Pp12
strength = lambda A, B: sum(np.sum((A@C[1, q]@B)**2) for q in (-1, 0, 1))
lines = np.array([strength(Pd32, Pp12), strength(Pd32, Pp32), strength(Pd52, Pp32)])
assert np.allclose(lines/lines[1], [5, 1, 9]) and strength(Pd52, Pp12) < 1e-20
et, vt = eigh(Pt@ls@Pt)
assert np.allclose(et[:4], -0.5) and np.allclose(et[-2:], 1) and np.allclose(et[4:-2], 0)
assert np.allclose(ls@vt[:, -2:], vt[:, -2:])          # Gamma7 is pure d5/2
assert np.allclose(Pe@ls@Pe, 0) and np.allclose(Pe@ls@Pt@ls@Pe, 1.5*Pe)

pop = np.array([bin(s).count('1') for s in range(1 << 16)])
class Sector:
    """Determinants with the listed (p count, d count); modes 0-5 are p, 6-15 are d."""
    def __init__(self, occ):
        al = np.arange(1 << 16); n_p, n_d = pop[al & 63], pop[al >> 6]
        keep = np.zeros(1 << 16, bool)
        for a, b in occ: keep |= (n_p == a) & (n_d == b)
        self.s = al[keep]; self.n_p = n_p[keep]; self.cache = {}
        self.look = -np.ones(1 << 16, int); self.look[self.s] = np.arange(len(self.s))
    def hop(self, a, b):
        if (a, b) not in self.cache:
            s = self.s; s1 = s ^ (1 << b)
            ok = ((s >> b) & 1 == 1) & ((s1 >> a) & 1 == 0)
            row = self.look[s1 | (1 << a)]; ok &= row >= 0
            sg = 1.0 - 2.0*((pop[s & ((1 << b)-1)] + pop[s1 & ((1 << a)-1)]) % 2)
            self.cache[a, b] = (row[ok], np.nonzero(ok)[0], sg[ok])
        return self.cache[a, b]
    def one(self, M):
        r, c, v = [], [], []
        for a, b in zip(*np.nonzero(abs(M) > 1e-13)):
            i, j, sg = self.hop(int(a), int(b)); r.append(i); c.append(j); v.append(M[a, b]*sg)
        n = len(self.s)
        return sp.csr_matrix((np.concatenate(v), (np.concatenate(r), np.concatenate(c))), shape=(n, n))
    def pair(self, M):
        O = self.one(M); return 0.5*(O.T@O - self.one(M.T@M))
    def dd(self):
        return sum(F*self.pair(Pd@C[k, q]@Pd) for k, F in ((2, F2), (4, F4)) for q in range(-k, k+1))
    def pd(self):
        H = sum(F2pd*(self.one(Pp@C[2, q]@Pp).T@self.one(Pd@C[2, q]@Pd)) for q in range(-2, 3))
        return H + sum(G*self.pair(Pp@C[k, q]@Pd + Pd@C[k, q]@Pp)
                       for k, G in ((1, G1), (3, G3)) for q in range(-k, k+1))
    def block(self, H, a, b=None):
        i = np.nonzero(self.n_p == a)[0]; j = i if b is None else np.nonzero(self.n_p == b)[0]
        return H.tocsr()[i][:, j].toarray()

# Coulomb operators against the tabulated d2 and pd term energies
A, B, Cr = -F4/9, F2/49 - 5*F4/441, 35*F4/441
terms = [A-8*B]*21 + [A-3*B+2*Cr]*5 + [A+7*B]*9 + [A+4*B+2*Cr]*9 + [A+14*B+7*Cr]
assert np.allclose(np.linalg.eigvalsh(Sector([(6, 2)]).dd().toarray()), sorted(terms))
f, g1, g3 = F2pd/35, G1/15, G3/245; terms = []
for L, d, e in ((3, 2*f, 6*g1+3*g3), (2, -7*f, -3*g1+21*g3), (1, 7*f, g1+63*g3)):
    terms += [d+e]*(2*L+1) + [d-e]*(6*L+3)
s2 = Sector([(0, 2), (1, 1), (2, 0)])
assert np.allclose(np.linalg.eigvalsh(s2.block(s2.pd(), 1)), sorted(terms))

rule = lambda w, nh=5: (2*nh + w)/(nh - w)
def absorber(sec):
    T = [sec.block(sec.one(Pd@C[1, q]@Pp), 5, 6) for q in (-1, 0, 1)]
    core = sec.block(sec.one(lsp), 5)      # -1/2 for a p3/2 hole, +1 for a p1/2 hole
    def br(psi):
        fs = [t@psi for t in T]
        i2 = sum(v@(core@v + 0.5*v) for v in fs)/1.5
        return (sum(v@v for v in fs) - i2)/i2
    return T, br
rng = np.random.default_rng(1)
for nd in (3, 5, 7):                        # sum rule on arbitrary states
    sec = Sector([(6, nd), (5, nd+1)]); br = absorber(sec)[1]; Lm = sec.block(sec.one(lsd), 6)
    for tilt in (0.0, 0.4):
        psi = rng.normal(size=len(Lm))
        for _ in range(3): psi = psi - tilt*Lm@psi
        psi /= np.linalg.norm(psi)
        assert abs(br(psi) - rule(-psi@Lm@psi, 10-nd)) < 1e-9

S = Sector([(6, 5), (5, 6), (4, 7)]); T, BR = absorber(S)
op = lambda M: S.block(S.one(M), 6)
Lam, Ne, Ltt = op(lsd), op(Pe), op(Pt@ls@Pt)
Lz, Lp, Sz, Sp = op(lz), op(lp), op(sz), op(s_p)
LS = Lz@Sz + 0.5*(Lp@Sp.T + Lp.T@Sp); S2 = Sz@Sz + 0.5*(Sp@Sp.T + Sp.T@Sp)
Tet = op(Pt@(lz@lz - Pd)@Pt/3 - Pt/3)
Hdd_all = S.dd(); Hdd = S.block(Hdd_all, 6)
def ground(H):
    E, V = eigh(H); assert E[1]-E[0] < 1e-9 and E[2]-E[1] > 1e-5
    return E[0], V[:, 0]
ex = lambda O, v: v@O@v

# pure t2g^5: bound, j_eff = 1/2 value, tetragonal field
en, vn = eigh(Ne); U = vn[:, en < 1e-9]
assert np.allclose(np.linalg.eigvalsh(-U.T@Lam@U), [-.5]*4 + [1]*2)
pure = ground(Delta*Ne + zeta*Ltt)[1]
assert abs(BR(pure) - 2.75) < 1e-9 and abs(ex(LS, pure) - 1) < 1e-9
for d in (0.002, -0.002):
    loss = 1 + ex(Lam, ground(Delta*Ne + zeta*Ltt + d*Tet)[1])
    assert abs(loss/(4*d*d/(27*zeta**2)) - 1) < 0.01     # next order is d/zeta

# closed forms against 252-state diagonalization
wf = lambda x: (1 + 12.5*x)/sqrt(1 + x + 6.25*x*x)
th = lambda x: 0.5*atan2(sqrt(6)*x, 1 + x/2)
table = []
for x in (0.02, 0.05, 0.1, zeta/Delta, 0.25, 1.0, 50.0):
    E, V = eigh(Ne + x*Lam); v = V[:, 0]; t = th(x); w = -ex(Lam, v)
    assert E[1]-E[0] < 1e-9 and E[2]-E[1] > 1e-3
    assert abs(w - wf(x)) < 1e-9 and abs(ex(Ne, v) - 4*sin(t)**2) < 1e-9
    assert abs(-ex(Ltt, v) - cos(2*t)) < 1e-9 and abs(-ex(Lam-Ltt, v) - 2*sqrt(6)*sin(2*t)) < 1e-9
    assert abs(np.sum((U.T@v)**2) - cos(t)**8) < 1e-9 and abs(BR(v) - rule(wf(x))) < 1e-7*BR(v)
    table.append((x, w, ex(Ne, v), BR(v), ex(LS, v)))
xs = sy.symbols('x', positive=True)
ser = sy.series((1 + 25*xs/2)/sy.sqrt(1 + xs + 25*xs**2/4), xs, 0, 4).removeO()
co = [float(ser.coeff(xs, i)) for i in range(4)]
assert np.allclose(co, [1, 12, -9, -30])
h = 0.01; v = ground(Ne + h*Lam)[1]
assert abs((-ex(Lam, v) - co[0] - co[1]*h - co[2]*h*h)/h**3 - co[3]) < 2   # next term ~ h*c4
h = 1e-3; v = ground(Ne + h*Lam)[1]
slopeLS = (ex(LS, v) - 1)/h
assert abs(slopeLS + 4) < 0.05 and abs(ex(Ne, v)/h**2 - 6) < 0.02

# multiplets
E0, V0 = eigh(Delta*Ne + Hdd); spin = np.einsum('ia,ij,ja->a', V0, S2, V0, optimize=True)
assert E0[5]-E0[0] < 1e-9 and E0[6]-E0[5] > 0.1 and np.allclose(spin[:6], 0.75)
l0, u0 = eigh(V0[:, :6].T@Lam@V0[:, :6]); g0 = V0[:, :6]@u0[:, 0]; w0 = -l0[0]
part = 2*(V0[:, 6:].T@Lam@g0)**2/(E0[6:] - E0[0]); quart = abs(spin[6:] - 3.75) < 1e-6
Eq = (E0[6:] - E0[0])[quart].min()
ws = -ex(Lam, ground(Delta*Ne + Hdd + h*Lam)[1])
assert abs((ws - w0)/h/part.sum() - 1) < 0.01 and Eq < Delta and part.sum()*Delta > 12
one = ground(Delta*Ne + zeta*Lam)[1]; mul = ground(Delta*Ne + zeta*Lam + Hdd)[1]
w1, wm = -ex(Lam, one), -ex(Lam, mul)
dE = (ground(Delta*Ne + (zeta+h)*Lam + Hdd)[0] - ground(Delta*Ne + (zeta-h)*Lam + Hdd)[0])/(2*h)
assert abs(wm + dE) < 1e-4 and wm > w1

# explicit 2p5 5d6 spectrum, edges assigned by energy
Hval = S.block(Delta*S.one(Pe) + zeta*S.one(lsd) + Hdd_all, 5)
Hpd, Hc = S.block(S.pd(), 5), S.block(S.one(lsp), 5)
def spectrum(zp, on):
    E, V = eigh(Hval + on*Hpd + zp*Hc); I = sum((V.T@(t@mul))**2 for t in T)
    assert E[840]-E[839] > zp
    return I[:840].sum()/I[840:].sum()
b0, b1, b2 = spectrum(zeta_p, 0), spectrum(zeta_p, 1), spectrum(2*zeta_p, 1)
assert abs(b0 - rule(wm)) < 1e-8 and abs(b1/b0 - 1) < 0.01
assert abs((b1 - b0)/(b2 - b0) - 2) < 0.1

x = zeta/Delta; t = th(x)
print(f"zeta = {zeta} eV, Delta = {Delta} eV, x = {x:.4f}, tetragonal delta = {dtet} eV")
print(f"F2 = {F2} eV, F4 = {F4} eV, Racah B = {B:.4f} eV, C = {Cr:.4f} eV")
print(f"zeta_2p = {zeta_p} eV, F2pd = {F2pd} eV, G1 = {G1} eV, G3 = {G3} eV")
print("line strengths (relative):", np.round(lines/lines[1], 6))
print(f"pure t2g: w = {-ex(Lam, pure):.4f}, d3/2 holes = {4-ex(op(Pd32), pure):.4f}, BR = {BR(pure):.4f}")
print("series of w in x:", co)
print(f"slope of total L.S in x (at x = {h}) = {slopeLS:.3f}")
e1 = np.linalg.eigvalsh((Delta*Pe + zeta*lsd)[6:, 6:])
print(f"levels: lower G8 {e1[0]:.4f} eV, G7 {e1[4]:.4f} eV, upper G8 {e1[6]:.4f} eV")
print(f"sqrt(1+x+25x^2/4) = {sqrt(1+x+6.25*x*x):.4f}, theta = {t:.4f} rad, sin^2 theta = {sin(t)**2:.4f}")
print(f"n_eg = {ex(Ne, one):.4f}, weight of pure t2g^5 = {np.sum((U.T@one)**2):.4f}")
print(f"w: t2g-t2g part {-ex(Ltt, one):.4f}, cross part {-ex(Lam-Ltt, one):.4f}, total {w1:.4f}")
print("w through order 1, 2, 3:", [round(sum(co[i]*x**i for i in range(n+1)), 4) for n in (1, 2, 3)])
print(f"d3/2 holes = {4-ex(op(Pd32), one):.4f}, w/nh = {w1/5:.4f}, BR = {BR(one):.4f}, total L.S = {ex(LS, one):.4f}")
for row in table:
    print("x = %.4f: w = %.4f, n_eg = %.4f, BR = %.5g, total L.S = %.4f" % row)
for d in (dtet, -dtet):
    a = ground(Delta*Ne + zeta*Ltt + d*Tet)[1]; b = ground(Delta*Ne + zeta*Lam + d*Tet)[1]
    assert -ex(Lam, a) < 1
    print(f"delta = {d:+.1f} eV: t2g only w = {-ex(Lam, a):.4f}, BR = {BR(a):.4f}; mixed w = {-ex(Lam, b):.4f}, BR = {BR(b):.4f}")
print(f"4 delta^2/(27 zeta^2) = {4*dtet**2/(27*zeta**2):.4f}")
print(f"multiplets, zeta -> 0: w0 = {w0:.4f}, n_eg = {ex(Ne, g0):.4f}, lowest quartet at {Eq:.4f} eV")
print(f"multiplets, slope dw/dx = {part.sum()*Delta:.3f}, of which quartets {part[quart].sum()*Delta:.3f}")
print(f"multiplets: w = {wm:.4f}, -dE0/dzeta = {-dE:.4f}, n_eg = {ex(Ne, mul):.4f}")
print(f"multiplets: weight of t2g^5 = {np.sum((U.T@mul)**2):.4f}, total L.S = {ex(LS, mul):.4f}, <S^2> = {ex(S2, mul):.4f}")
print(f"multiplets: BR sum rule {rule(wm):.4f}, spectrum without 2p-5d Coulomb {b0:.4f}")
print(f"with 2p-5d Coulomb: BR = {b1:.4f}, shift {b1-b0:.2e}; core splitting doubled: shift {b2-b0:.2e}")
print("checks complete")
```

It prints:

```
zeta = 0.5 eV, Delta = 3.0 eV, x = 0.1667, tetragonal delta = 0.2 eV
F2 = 5.0 eV, F4 = 3.0 eV, Racah B = 0.0680 eV, C = 0.2381 eV
zeta_2p = 1000.0 eV, F2pd = 1.0 eV, G1 = 1.0 eV, G3 = 0.5 eV
line strengths (relative): [5. 1. 9.]
pure t2g: w = 1.0000, d3/2 holes = 1.6000, BR = 2.7500
series of w in x: [1.0, 12.0, -9.0, -30.0]
slope of total L.S in x (at x = 0.001) = -4.006
levels: lower G8 -0.3616 eV, G7 0.5000 eV, upper G8 3.1116 eV
sqrt(1+x+25x^2/4) = 1.1577, theta = 0.1802 rad, sin^2 theta = 0.0321
n_eg = 0.1285, weight of pure t2g^5 = 0.8776
w: t2g-t2g part 0.9358, cross part 1.7276, total 2.6633
w through order 1, 2, 3: [3.0, 2.75, 2.6111]
d3/2 holes = 0.9347, w/nh = 0.5327, BR = 5.4194, total L.S = 0.2953
x = 0.0200: w = 1.2362, n_eg = 0.0023, BR = 2.9853, total L.S = 0.9178
x = 0.0500: w = 1.5742, n_eg = 0.0141, BR = 3.3785, total L.S = 0.7889
x = 0.1000: w = 2.0868, n_eg = 0.0523, BR = 4.149, total L.S = 0.5699
x = 0.1667: w = 2.6633, n_eg = 0.1285, BR = 5.4194, total L.S = 0.2953
x = 0.2500: w = 3.2205, n_eg = 0.2434, BR = 7.4292, total L.S = 0.0095
x = 1.0000: w = 4.7001, n_eg = 0.9555, BR = 49.016, total L.S = -0.6970
x = 50.0000: w = 4.9998, n_eg = 1.5847, BR = 97972, total L.S = -0.6076
delta = +0.2 eV: t2g only w = 0.9730, BR = 2.7248; mixed w = 2.6380, BR = 5.3505
delta = -0.2 eV: t2g only w = 0.9808, BR = 2.7321; mixed w = 2.6446, BR = 5.3682
4 delta^2/(27 zeta^2) = 0.0237
multiplets, zeta -> 0: w0 = 1.1486, n_eg = 0.0321, lowest quartet at 1.8169 eV
multiplets, slope dw/dx = 15.222, of which quartets 10.528
multiplets: w = 2.9990, -dE0/dzeta = 2.9990, n_eg = 0.2177
multiplets: weight of t2g^5 = 0.7972, total L.S = 0.3321, <S^2> = 1.1475
multiplets: BR sum rule 6.4964, spectrum without 2p-5d Coulomb 6.4964
with 2p-5d Coulomb: BR = 6.4910, shift -5.43e-03; core splitting doubled: shift -2.72e-03
checks complete
```
